# Benzotriazole deprotonation and the pH dependence of anion adsorption flux: a numerical check

```python
"""
Result under test: the deprotonated fraction of benzotriazole is
    alpha = 1 / (1 + 10**(pKa - pH)),
and the steady anion flux to a bare first-order adsorbing surface is
    J = k alpha cT / (1 + (k/D)*(alpha*delta + (1-alpha)*mu*tanh(delta/mu))).
k: uptake coefficient; cT: total inhibitor concentration; D: diffusivity;
delta: stagnant-layer thickness; mu = sqrt(D/(kf+kb)): reaction length;
kf, kb: dissociation and protonation rates at fixed pH.
Internal units: cm, s, nmol; 1 mM = 1000 nmol/cm3.
Rate constants, layer data and side-effect sizes are rough model inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.sparse import bmat, coo_matrix, diags
from scipy.sparse.linalg import spsolve

PKA = 8.3
PH_VALUES = (7.0, 8.0, 9.0)
TEMPERATURE = 298.15
C_TOTAL = 1000.0
D = 1e-5
DELTA = 2e-3
K_SLOW, K_FAST = 1e-4, 0.1
K_PROTON = K_HYDROXIDE = 1e10
KW = 1e-14
BUFFER_MM = 50.0
IONIC_STRENGTH = 0.05
ION_RADIUS = 0.3e-9
WATER_PERMITTIVITY = 78.4
ENTHALPY = 30e3
HEATING = 10.0
POTENTIAL_SLOPE = -0.010
SITE_DENSITY = 0.5
FILL_TIME = 1.0
NEUTRAL_STICKING = 0.1


def fraction(ph, pka=PKA):
    return 1.0 / (1.0 + 10.0 ** (pka - ph))


def exchange_rates(ph):
    proton, ka = 10.0 ** -ph, 10.0 ** -PKA
    forward = K_PROTON * ka + K_HYDROXIDE * KW / proton
    backward = K_PROTON * proton + K_HYDROXIDE * KW / ka
    return forward, backward


def flux_law(k, ph, speed=1.0):
    alpha = fraction(ph)
    mu = np.sqrt(D / (speed * sum(exchange_rates(ph))))
    path = alpha * DELTA + (1 - alpha) * mu * np.tanh(DELTA / mu)
    return k * alpha * C_TOTAL / (1 + k * path / D)


def transport(k, ph, speed=1.0, d_neutral=D, k_neutral=0.0, cells=1200):
    """Finite volumes for both species; returns three fluxes:
    anion uptake, neutral uptake, neutral supply from the bulk."""
    kf, kb = (speed * rate for rate in exchange_rates(ph))
    x = DELTA * np.linspace(0, 1, cells + 1) ** 2
    h = np.diff(x)
    g = 1 / h
    main = g.copy()
    main[1:] += g[:-1]
    lap = diags([-g[:-1], main, -g[:-1]], [-1, 0, 1])
    width = h / 2
    width[1:] += h[:-1] / 2
    volume = diags(width)
    wall = coo_matrix(([1.0], ([0], [0])), shape=(cells, cells))
    matrix = bmat([
        [D * lap + kb * volume + k * wall, -kf * volume],
        [-kb * volume, d_neutral * lap + kf * volume + k_neutral * wall],
    ], format="csc")
    anion_bulk = C_TOTAL * kf / (kf + kb)
    neutral_bulk = C_TOTAL * kb / (kf + kb)
    rhs = np.zeros(2 * cells)
    rhs[cells - 1] = D * g[-1] * anion_bulk
    rhs[-1] = d_neutral * g[-1] * neutral_bulk
    c = spsolve(matrix, rhs)
    supply = d_neutral * (neutral_bulk - c[-1]) * g[-1]
    return k * c[0], k_neutral * c[cells], supply


# Fraction from the minimum of the free energy at fixed proton potential.
for ph in PH_VALUES:
    def free_energy(f, ph=ph):
        return (f * np.log(f) + (1 - f) * np.log(1 - f)
                + f * np.log(10) * (PKA - ph))
    best = minimize_scalar(free_energy, bounds=(1e-9, 1 - 1e-9),
                           method="bounded", options={"xatol": 1e-10})
    assert abs(best.x - fraction(ph)) < 1e-6
    kf, kb = exchange_rates(ph)
    assert np.isclose(kf / (kf + kb), fraction(ph), rtol=1e-10)

# Flux law against the two-species transport problem.
worst = 0.0
for ph in PH_VALUES:
    for k in (K_SLOW, K_FAST):
        for speed in (1.0, 1e-4, 1e-9):
            numeric = transport(k, ph, speed)[0]
            worst = max(worst, abs(numeric / flux_law(k, ph, speed) - 1))
assert worst < 3e-4  # second-order grid error in the reaction layer

alpha = np.array([fraction(ph) for ph in PH_VALUES])
relative = alpha / alpha[0]
slow = np.array([transport(K_SLOW, ph)[0] for ph in PH_VALUES])
fast = np.array([transport(K_FAST, ph)[0] for ph in PH_VALUES])
frozen = np.array([transport(K_FAST, ph, 1e-9)[0] for ph in PH_VALUES])
damkohler = K_SLOW * DELTA / D
assert np.all(abs(slow / slow[0] / relative - 1) < damkohler)
assert np.allclose(frozen / frozen[0], relative, rtol=1e-3)
assert fast[2] / fast[0] < 0.25 * relative[2]
limit_flux = D * C_TOTAL / DELTA
very_fast = [transport(1e3, ph, 1e4, cells=4000)[0] for ph in PH_VALUES]
assert np.allclose(very_fast, limit_flux, rtol=0.01)

# Ionic-cloud correction from the linear Poisson-Boltzmann equation.
thermal = const.k * TEMPERATURE
eps = WATER_PERMITTIVITY * const.epsilon_0
kappa = np.sqrt(2 * const.N_A * const.e**2 * IONIC_STRENGTH * 1000
                / (eps * thermal))
s0 = kappa * ION_RADIUS
mesh = s0 + 15 * np.linspace(0, 1, 300) ** 2
guess = np.exp(s0 - mesh) / mesh
cloud = solve_bvp(
    lambda s, y: np.vstack((y[1], y[0] - 2 * y[1] / s)),
    lambda left, right: np.array([left[1] + 1 / s0**2, right[0]]),
    mesh, np.vstack((guess, -guess * (1 + 1 / mesh))),
    tol=1e-6, max_nodes=20000)
assert cloud.success
assert abs(cloud.y[0, 0] - 1 / s0 + 1 / (1 + s0)) < 1e-4
log_gamma = -const.e**2 * kappa / (
    8 * np.pi * eps * thermal * (1 + s0) * np.log(10))
alpha_ionic = np.array([fraction(ph, PKA + log_gamma) for ph in PH_VALUES])

# Temperature shift against the Gibbs energy with fixed H and S.
hot = TEMPERATURE + HEATING
shift_hot = ENTHALPY / (const.R * np.log(10)) * (1 / hot - 1 / TEMPERATURE)
gibbs = PKA * const.R * TEMPERATURE * np.log(10)
entropy = (ENTHALPY - gibbs) / TEMPERATURE
pka_hot = (ENTHALPY - hot * entropy) / (const.R * hot * np.log(10))
assert np.isclose(pka_hot - PKA, shift_hot, atol=1e-10)
alpha_hot = np.array([fraction(ph, PKA + shift_hot) for ph in PH_VALUES])

# Surface-potential factor from zero Nernst-Planck flux in the double layer.
phi = const.e * POTENTIAL_SLOPE * (PH_VALUES[2] - PH_VALUES[0]) / thermal
potential_factor = np.exp(phi)
layer = solve_ivp(lambda x, a: -phi * np.exp(-x) * a, (25, 0), [1.0],
                  rtol=1e-9, atol=1e-11)
assert np.isclose(layer.y[0, -1], potential_factor, rtol=1e-6)

# Site filling with the full flux law and a shrinking uptake coefficient.
late = []
for ph, initial in zip(PH_VALUES, slow):
    filling = solve_ivp(
        lambda t, q: [flux_law(K_SLOW * (1 - q[0]), ph) / SITE_DENSITY],
        (0, FILL_TIME), [0.0], rtol=1e-9, atol=1e-11)
    late.append(flux_law(K_SLOW * (1 - filling.y[0, -1]), ph))
    simple = initial * np.exp(-initial * FILL_TIME / SITE_DENSITY)
    assert abs(late[-1] / simple - 1) < damkohler
late = np.array(late)

# Protons released by dissociating neutral molecules, taken up by buffer.
capacity = np.log(10) * BUFFER_MM / 4
step = 1e-4
slope = BUFFER_MM * (fraction(step, 0) - fraction(-step, 0)) / (2 * step)
assert np.isclose(slope, capacity, rtol=1e-6)
for ph, a, flux in zip(PH_VALUES, alpha, fast):
    assert np.isclose(transport(K_FAST, ph)[2], (1 - a) * flux, rtol=1e-3)
acid_slow = (1 - alpha) * slow * DELTA / D / 1000 / capacity
acid_fast = (1 - alpha) * fast * DELTA / D / 1000 / capacity

unequal = [transport(K_SLOW, ph, d_neutral=0.8 * D)[0] for ph in PH_VALUES]
both = np.array([sum(transport(
    K_SLOW, ph, k_neutral=NEUTRAL_STICKING * K_SLOW)[:2])
    for ph in PH_VALUES])
expected_both = alpha + NEUTRAL_STICKING * (1 - alpha)
assert np.allclose(both / both[0], expected_both / expected_both[0],
                   rtol=damkohler)

print(f"pKa: {PKA:.1f}; temperature: {TEMPERATURE:.2f} K")
print(f"Total inhibitor: {C_TOTAL/1000:.1f} mM; buffer: {BUFFER_MM:.0f} mM")
print(f"Layer: {DELTA*1e4:.0f} micrometre; D: {D:.1e} cm2/s")
print(f"Uptake k, slow and fast: {K_SLOW:.1e}, {K_FAST:.1e} cm/s")
print(f"Proton and hydroxide rate constants: {K_PROTON:.1e} 1/(M s)")
print(f"Water ion product: {KW:.1e} M2")
print(f"k delta/D, slow and fast: {damkohler:.3f}, {K_FAST*DELTA/D:.1f}")
print(f"Diffusion time delta^2/D: {DELTA**2/D:.2f} s")
print(f"Diffusion-limited flux: {limit_flux:.3f} nmol/(cm2 s)")
for i, ph in enumerate(PH_VALUES):
    total_rate = sum(exchange_rates(ph))
    print(f"pH {ph:.0f}: 10^(pKa-pH) = {10**(PKA-ph):.4f}")
    print(f"  deprotonated fraction: {alpha[i]:.4f} = {100*alpha[i]:.2f} %")
    print(f"  relative flux, proportional law: {relative[i]:.3f}")
    print(f"  kinetic flux k alpha cT: {K_SLOW*alpha[i]*C_TOTAL:.5f}"
          " nmol/(cm2 s)")
    print(f"  slow-uptake flux: {slow[i]:.5f} nmol/(cm2 s);"
          f" relative {slow[i]/slow[0]:.3f}")
    print(f"  fast-uptake flux: {fast[i]:.3f} nmol/(cm2 s);"
          f" relative {fast[i]/fast[0]:.3f}")
    print(f"  frozen exchange, fast uptake: relative {frozen[i]/frozen[0]:.3f}")
    print(f"  exchange rate: {total_rate:.3e} 1/s;"
          f" reaction length {np.sqrt(D/total_rate)*1e7:.1f} nm")
    print(f"  acidification, slow and fast: {acid_slow[i]:.5f},"
          f" {acid_fast[i]:.5f} pH")
print(f"Largest flux-law deviation from grid solution: {worst:.1e}")
print(f"Ionic strength: {IONIC_STRENGTH:.2f} M; ion radius:"
      f" {ION_RADIUS*1e9:.1f} nm; pKa shift {log_gamma:.3f}")
print("Fractions with ionic shift, pH 7, 8, 9:", np.round(alpha_ionic, 4))
print(f"Flux ratio pH 9/7 with ionic shift: {alpha_ionic[2]/alpha_ionic[0]:.2f}")
print(f"Assumed enthalpy: {ENTHALPY/1000:.0f} kJ/mol; heating {HEATING:.0f} K;"
      f" pKa shift {shift_hot:.3f}")
print("Fractions after heating, pH 7, 8, 9:", np.round(alpha_hot, 4))
print(f"Flux ratio pH 9/7 after heating: {alpha_hot[2]/alpha_hot[0]:.2f}")
print(f"Assumed potential drift: {POTENTIAL_SLOPE*1000:.0f} mV per pH unit")
print(f"Potential factor on pH 9/7 ratio: {potential_factor:.3f};"
      f" ratio becomes {relative[2]*potential_factor:.2f}")
print(f"Site density: {SITE_DENSITY:.1f} nmol/cm2; filling times, pH 7, 8, 9:",
      np.round(SITE_DENSITY / slow, 1), "s")
print(f"Flux ratio pH 9/7 after {FILL_TIME:.0f} s: {late[2]/late[0]:.2f}")
print(f"Flux ratio pH 9/7, neutral D 20 % lower: {unequal[2]/unequal[0]:.3f}")
print(f"Neutral uptake coefficient / anion value: {NEUTRAL_STICKING:.1f};"
      f" total uptake ratio pH 9/7: {both[2]/both[0]:.2f}")
print("no test failed")
```

Output:

```
pKa: 8.3; temperature: 298.15 K
Total inhibitor: 1.0 mM; buffer: 50 mM
Layer: 20 micrometre; D: 1.0e-05 cm2/s
Uptake k, slow and fast: 1.0e-04, 1.0e-01 cm/s
Proton and hydroxide rate constants: 1.0e+10 1/(M s)
Water ion product: 1.0e-14 M2
k delta/D, slow and fast: 0.020, 20.0
Diffusion time delta^2/D: 0.40 s
Diffusion-limited flux: 5.000 nmol/(cm2 s)
pH 7: 10^(pKa-pH) = 19.9526
  deprotonated fraction: 0.0477 = 4.77 %
  relative flux, proportional law: 1.000
  kinetic flux k alpha cT: 0.00477 nmol/(cm2 s)
  slow-uptake flux: 0.00477 nmol/(cm2 s); relative 1.000
  fast-uptake flux: 2.212 nmol/(cm2 s); relative 1.000
  frozen exchange, fast uptake: relative 1.000
  exchange rate: 2.200e+04 1/s; reaction length 213.2 nm
  acidification, slow and fast: 0.00003, 0.01464 pH
pH 8: 10^(pKa-pH) = 1.9953
  deprotonated fraction: 0.3339 = 33.39 %
  relative flux, proportional law: 6.995
  kinetic flux k alpha cT: 0.03339 nmol/(cm2 s)
  slow-uptake flux: 0.03316 nmol/(cm2 s); relative 6.956
  fast-uptake flux: 4.281 nmol/(cm2 s); relative 1.935
  frozen exchange, fast uptake: relative 6.995
  exchange rate: 3.010e+04 1/s; reaction length 182.3 nm
  acidification, slow and fast: 0.00015, 0.01982 pH
pH 9: 10^(pKa-pH) = 0.1995
  deprotonated fraction: 0.8337 = 83.37 %
  relative flux, proportional law: 17.467
  kinetic flux k alpha cT: 0.08337 nmol/(cm2 s)
  slow-uptake flux: 0.08200 nmol/(cm2 s); relative 17.201
  fast-uptake flux: 4.713 nmol/(cm2 s); relative 2.131
  frozen exchange, fast uptake: relative 17.467
  exchange rate: 1.200e+05 1/s; reaction length 91.3 nm
  acidification, slow and fast: 0.00009, 0.00545 pH
Largest flux-law deviation from grid solution: 1.5e-06
Ionic strength: 0.05 M; ion radius: 0.3 nm; pKa shift -0.094
Fractions with ionic shift, pH 7, 8, 9: [0.0585 0.3833 0.8614]
Flux ratio pH 9/7 with ionic shift: 14.72
Assumed enthalpy: 30 kJ/mol; heating 10 K; pKa shift -0.171
Fractions after heating, pH 7, 8, 9: [0.0691 0.426  0.8813]
Flux ratio pH 9/7 after heating: 12.75
Assumed potential drift: -10 mV per pH unit
Potential factor on pH 9/7 ratio: 0.459; ratio becomes 8.02
Site density: 0.5 nmol/cm2; filling times, pH 7, 8, 9: [104.9  15.1   6.1] s
Flux ratio pH 9/7 after 1 s: 14.77
Flux ratio pH 9/7, neutral D 20 % lower: 17.195
Neutral uptake coefficient / anion value: 0.1; total uptake ratio pH 9/7: 5.87
no test failed
```
